\section*{Activation Energy of Direct-Gap Electron-Electron-Hole Auger Recombination, part 2}

In a direct-gap semiconductor with both band extrema at the zone centre, two conduction electrons $\mathbf k_1,\mathbf k_2$ collide. One fills an empty valence state $\mathbf k_3$, and the other ends in the conduction band with momentum $\mathbf k_4$. The algebra uses atomic units ($\hbar=1$, free-electron mass 1). The bands are isotropic and parabolic, with gap $E_g$ and effective masses $m_e$ and $m_h$.

The hole has momentum $\mathbf q=-\mathbf k_3$, so $\mathbf k_4=\mathbf k_1+\mathbf k_2+\mathbf q\equiv\mathbf K$. The three initial carriers have momenta $\mathbf p_i=\mathbf k_1,\mathbf k_2,\mathbf q$, masses $m_i=m_e,m_e,m_h$ and total mass $M=2m_e+m_h$. Their total kinetic energy is $T=W+\varepsilon$, where $W=K^2/2M$ belongs to the common motion and $\varepsilon\ge0$ is internal. Energy conservation reads
\begin{equation}
E_g+T=\frac{K^2}{2m_e}.
\label{cons}
\end{equation}
With $a=m_e/(m_e+m_h)$ it gives
\begin{equation}
W=a(E_g+\varepsilon),\qquad T=W+\varepsilon=aE_g+(1+a)\varepsilon .
\label{line}
\end{equation}
The activation energy $E_a$, the least $T$ that allows the event, is therefore
\begin{equation}
\boxed{E_a=aE_g=E_g\,\frac{m_e}{m_e+m_h}} .
\label{Ea}
\end{equation}
It is reached at $\varepsilon=0$, where all three carriers have the same velocity and $\mathbf k_1=\mathbf k_2$.

The example uses rough values for CdTe: $E_g=1.5$ eV, $m_e=0.10$, heavy-hole mass $m_h=0.50$ and lattice constant 6.5 \AA. Then $a=0.1667$ and $E_a=0.25$ eV. At threshold each initial electron has 0.036 eV, and the final electron lies 1.75 eV above the conduction-band edge.

At that energy the band is not expected to be parabolic. The continuation $E(1+\alpha E)=k^2/2m_e$, with $E$ counted from the conduction-band edge and $\alpha=0.54$ per eV, raises the activation energy to 0.66 eV. The full two-state condition from which $\alpha$ was derived gives about 0.55 eV. These figures are uncertain by some tenths of an eV.

\section{From the threshold to the temperature dependence}

The symbols carried over are these. Two electrons of mass $m_e$ and a hole of mass $m_h$ have total mass $M=2m_e+m_h$, total momentum $\mathbf K$ and total kinetic energy $T=W+\varepsilon$. Here $W=K^2/2M$ belongs to the common motion and $\varepsilon\ge0$ is internal. Energy conservation is $E_g+T=K^2/2m_e$, which is equivalent to $W=a(E_g+\varepsilon)$ with $a=m_e/(m_e+m_h)$. The least kinetic energy is $E_a=aE_g$. Parabolic bands are assumed again until the example. The temperature is $\Theta$, and $\beta=1/k_B\Theta$.

Let $n$ and $p$ be the densities of electrons and holes. To leading order in the interaction, Fermi's golden rule gives the number of recombination events per unit volume and time:
\begin{equation}
R=2\pi\int\frac{d^3k_1\,d^3k_2\,d^3q}{(2\pi)^9}\,
|\mathcal M|^2 f_e(\mathbf k_1)f_e(\mathbf k_2)f_h(\mathbf q)\,
\delta\!\left(E_g+T-\frac{K^2}{2m_e}\right).
\label{golden}
\end{equation}
Momentum conservation has been used to fix $\mathbf k_4=\mathbf K$. The quantity $|\mathcal M|^2$ is the squared matrix element of the screened Coulomb interaction with its volume factors removed. It is summed over spins, with each pair of electrons counted once. The functions $f_e$ and $f_h$ are the occupations of electron and hole states. The final state is taken to be empty, which is justified when it lies many $k_B\Theta$ above the occupied part of the band.

For nondegenerate carriers the occupations are proportional to Boltzmann factors. With two spin states,
\begin{equation}
n=2\int\frac{d^3k}{(2\pi)^3}f_e(\mathbf k)
=\frac{1}{4\pi^3}\int d^3k\,f_e(\mathbf k),
\end{equation}
so $f_e=4\pi^3n\,g_e$, where $g_e\propto e^{-\beta k^2/2m_e}$ is the Maxwell distribution normalized to one. In the same way $f_h=4\pi^3p\,g_h$. The three factors $4\pi^3$ give $64\pi^9$, and division by $(2\pi)^9=512\pi^9$ leaves $1/8$. Hence
\begin{equation}
R=Cn^2p,\qquad
C=\frac{\pi}{4}\left\langle|\mathcal M|^2\,
\delta\!\left(E_g+T-\frac{K^2}{2m_e}\right)\right\rangle ,
\label{C}
\end{equation}
where the brackets denote the average over three independent Maxwell distributions. The densities have been taken out, so $C$ describes how often three thermal carriers meet the conditions for the event. In $n$-type material the hole lifetime set by this process is $p/R=1/(Cn^2)$, and it carries the inverse temperature dependence of $C$.

Take first a constant $|\mathcal M|^2$. The temperature dependence of $C$ is then that of
\begin{equation}
D=\left\langle\delta\!\left(E_g+T-\frac{K^2}{2m_e}\right)\right\rangle .
\end{equation}
The average needs the joint distribution of $W$ and $\varepsilon$. Scale the momenta as $\mathbf u_i=\mathbf p_i/\sqrt{m_i}$. Then $T=\frac12\sum_iu_i^2$, and the nine components of the $\mathbf u_i$ are independent Gaussian variables, each of variance $k_B\Theta$. The combination
\begin{equation}
\mathbf w_0=\frac{\mathbf K}{\sqrt M}=\sum_i\sqrt{\frac{m_i}{M}}\;\mathbf u_i
\end{equation}
has coefficients whose squares add to one. It can therefore be completed by two further combinations $\mathbf w_1$ and $\mathbf w_2$ to an orthogonal change of variables. Such a change preserves the sum of squares and leaves the components independent with the same variance. Since $W=w_0^2/2$, the remainder is $\varepsilon=(w_1^2+w_2^2)/2$. The common motion has three Gaussian components, the internal motion has six, and the two are independent.

For $d$ such components with radius $r$ and energy $E=r^2/2$, the radial density is proportional to $r^{d-1}e^{-\beta r^2/2}$. Since $dr=dE/r$ and $r=\sqrt{2E}$, the energy density is proportional to $E^{d/2-1}e^{-\beta E}$. Normalization uses $\int_0^\infty E^{d/2-1}e^{-\beta E}dE=\Gamma(d/2)\beta^{-d/2}$, with $\Gamma(3/2)=\sqrt\pi/2$ and $\Gamma(3)=2$. The two densities are
\begin{equation}
\rho_3(W)=\frac{2\beta^{3/2}}{\sqrt\pi}\sqrt W\,e^{-\beta W},\qquad
\rho_6(\varepsilon)=\frac{\beta^3}{2}\,\varepsilon^2e^{-\beta\varepsilon}.
\label{rho}
\end{equation}

The argument of the delta function is $E_g+\varepsilon+W-WM/m_e=E_g+\varepsilon-W/a$. Its derivative with respect to $W$ has magnitude $1/a$, so integration over $W$ produces a factor $a$ and sets $W=a(E_g+\varepsilon)=E_a+a\varepsilon$:
\begin{equation}
D=a\int_0^\infty d\varepsilon\,\rho_6(\varepsilon)\,\rho_3(E_a+a\varepsilon).
\end{equation}
The exponents add to $-\beta[E_a+(1+a)\varepsilon]$, and the numerical factors $\frac12$ and 2 cancel. This leaves
\begin{equation}
D=\frac{a\beta^{9/2}}{\sqrt\pi}\,e^{-\beta E_a}
\int_0^\infty d\varepsilon\,\varepsilon^2\sqrt{E_a+a\varepsilon}\;
e^{-\beta(1+a)\varepsilon}.
\label{D}
\end{equation}
No low-temperature approximation has been made. The factor $e^{-\beta E_a}$ comes out because no allowed triple has less kinetic energy than $E_a$. Equation \eqref{D} was tested by drawing two million triples of carriers from Maxwell distributions, with the gap and masses of the CdTe example, at $k_B\Theta=0.15$ eV and again at 0.075 eV. The delta function was replaced by a window of half-width 0.03 eV. The averages with weight 1 and with weight $\varepsilon$ agreed with the corresponding integrals to within 1 per cent. At the lower temperature this is also the size of the sampling noise, so another random sample can differ by 1 to 2 per cent.

At low temperature the exponential confines $\varepsilon$ to a few $k_B\Theta$. Because $a/E_a=1/E_g$,
\begin{equation}
\sqrt{E_a+a\varepsilon}=\sqrt{E_a}\left(1+\frac{\varepsilon}{2E_g}+\dots\right).
\end{equation}
With $\lambda=\beta(1+a)$, the integrals needed are $\int_0^\infty\varepsilon^2e^{-\lambda\varepsilon}d\varepsilon=2/\lambda^3$ and $\int_0^\infty\varepsilon^3e^{-\lambda\varepsilon}d\varepsilon=6/\lambda^4$, whose ratio is $3/\lambda$. Hence
\begin{equation}
D=\frac{2a}{\sqrt\pi}\,\frac{\beta^{3/2}\sqrt{E_a}}{(1+a)^3}\,e^{-\beta E_a}
\left[1+\frac{3k_B\Theta}{2(1+a)E_g}+\dots\right].
\label{lowT}
\end{equation}

The slope of an Arrhenius plot, in which $\ln C$ is drawn against $\beta$, follows by differentiation at fixed gap. The factor $\beta^{3/2}$ contributes $-\frac32k_B\Theta$ to $-d\ln D/d\beta$. The bracket has a logarithm of the form $c/\beta$, which contributes $+c/\beta^2$:
\begin{equation}
-\frac{d\ln D}{d\beta}=E_a-\frac32k_B\Theta
+\frac{3(k_B\Theta)^2}{2(1+a)E_g}+\dots
\label{slope}
\end{equation}
The slope tends to $E_a$ as the temperature falls, and at finite temperature it lies somewhat below. The reason is that an Arrhenius slope compares the mean energy of the carriers that react with the mean energy of all carriers. The integrand of \eqref{D} near threshold is proportional to $\varepsilon^2e^{-\lambda\varepsilon}$, so the reacting triples have mean $\varepsilon=3k_B\Theta/(1+a)$. By $T=E_a+(1+a)\varepsilon$ their mean kinetic energy is $E_a+3k_B\Theta$. An arbitrary triple has nine quadratic degrees of freedom and a mean kinetic energy of $\frac92k_B\Theta$. The difference is $E_a-\frac32k_B\Theta$.

A real matrix element depends on the momenta. Let $G(\varepsilon)$ be $|\mathcal M|^2$ averaged over all momentum directions and all divisions of the internal energy at given $\varepsilon$. Suppose that $G$ does not depend on temperature, behaves as $A\varepsilon^s$ near threshold with $A>0$ and $s\ge0$, and grows no faster than a power at large $\varepsilon$. The integrand of \eqref{D} acquires the factor $G$. In the variable $t=\lambda\varepsilon$ the leading integral is then proportional to $\lambda^{-3-s}$, and the prefactor changes from $\beta^{3/2}$ to $\beta^{3/2-s}$. For $G=A\varepsilon^s$ the mean of $\varepsilon$ in the leading integral is $(3+s)/\lambda$, and
\begin{equation}
-\frac{d\ln C}{d\beta}=E_a-\left(\frac32-s\right)k_B\Theta
+\frac{(3+s)(k_B\Theta)^2}{2(1+a)E_g}+\dots
\label{slopes}
\end{equation}
The exponent is unaffected. For $s=0$ and $s=1$, numerical slopes of the full integral at $k_B\Theta=0.01$ eV, with the same gap and masses, agreed with \eqref{slopes} to within $10^{-5}$ eV.

A zero of this kind occurs for two electrons of equal spin. Their amplitude changes sign when $\mathbf k_1$ and $\mathbf k_2$ are exchanged, and at threshold these momenta are equal, so the amplitude vanishes there. If it is smooth and linear in $\mathbf k_1-\mathbf k_2$, its square is proportional to $\varepsilon$ after averaging, which is the case $s=1$. For electrons of opposite spin the exchange does not force a zero, but the band structure can. The amplitude contains the overlap of the Bloch function of the empty valence state with that of an initial electron. In the isotropic Kane model this overlap vanishes between a heavy-hole state and a conduction state with collinear momenta, which is the geometry at threshold, and its square grows as the square of the angle between them. The heavy-hole channel of that model therefore has $s=1$ for either spin arrangement, and a constant matrix element is a simplification.

For the CdTe values at 300 K, $k_B\Theta=0.02585$ eV and $e^{-\beta E_a}=6.3\times10^{-5}$. With a constant matrix element the slope is
\begin{equation}
0.2500-0.0388+0.0006=0.2118\ \mathrm{eV},
\end{equation}
which is also the value found by differentiating the integral numerically. An activation energy read from the slope near room temperature would thus be about 15 per cent below $E_a$, even in a material that obeyed every assumption, the constant matrix element included. For $s=1$ the slope is 0.238 eV, about 5 per cent below $E_a$. The phase-space weight is $D=9.2\times10^{-4}$ per eV.

The gap was held fixed in these slopes. If it falls linearly, $E_g=E_0-\gamma\Theta$, then $\beta aE_g=\beta aE_0-a\gamma/k_B$. The last term does not depend on temperature, so the exponential contributes $aE_0=a(E_g+\gamma\Theta)$ to the slope. For a rough $\gamma=3\times10^{-4}$ eV/K the increase at 300 K is $0.1667\times3\times10^{-4}\times300=0.015$ eV, from the exponential alone. The factor $\sqrt{E_a}$ in \eqref{lowT} takes back $\gamma\Theta\,k_B\Theta/2E_g\approx0.0008$ eV, so the net increase is about 0.014 eV, which offsets part of the reduction by $\frac32k_B\Theta$.

Electron degeneracy is a small effect at a density of $10^{17}\ \mathrm{cm^{-3}}$. The effective density of states of the conduction band is $7.9\times10^{17}\ \mathrm{cm^{-3}}$, so the ratio of the two is 0.126. In the Fermi occupation $f=ze^{-x}/(1+ze^{-x})$, with $x$ the kinetic energy over $k_B\Theta$, the fugacity $z$ exceeds this ratio. For the pair of electrons the occupation product is thereby raised by the square of $z$ divided by the ratio, which is 1.093 and is listed in the output as the degeneracy factor. The denominator acts the other way. At the threshold energy of 0.036 eV, $x=1.38$ and $ze^{-x}=0.033$, so the pair is reduced by $1.033^2=1.067$. The net change of the occupation product at threshold is an increase of about 2 per cent. The electrons that react at 300 K lie higher, at $x\approx2.5$ on average, and over all allowed triples with a constant matrix element the increase is about 4 per cent.

The hole mass matters more. The heavy-hole band of a cubic crystal is not isotropic, and a single mass stands for a range. With gap and electron mass held fixed, $m_h=0.4$ gives $E_a=0.30$ eV and $m_h=0.7$ gives 0.19 eV. In a warped band the threshold is the minimum over directions, so it is set by the heaviest direction, [111], and not by an average mass. Rough valence-band parameters that give $m_h\approx0.5$ along [001] give 0.8 to 1.1 along [111], and the parabolic threshold then falls to between 0.17 and 0.12 eV. A light hole with the rough mass 0.12 gives 0.68 eV, which is 0.43 eV, or about $17k_B\Theta$, above the heavy-hole value. Unless its prefactor is larger by many powers of ten, the light-hole channel is negligible beside the heavy-hole one in this model.

Scattering by phonons relaxes the condition that produced the threshold. A final state of finite lifetime $\tau$ has an energy width $\Gamma=\hbar/\tau$, and the delta function is replaced by a Lorentzian. At an energy mismatch $\Delta\gg\Gamma$ its value is $\Gamma/2\pi\Delta^2$. For carriers near the band edges \eqref{cons} is violated by $\Delta\simeq E_g$. An assumed $\tau$ of 100 fs gives $\Gamma=0.0066$ eV and a weight of
\begin{equation}
\frac{0.0066}{2\pi\times1.5^2}=4.7\times10^{-4}\ \mathrm{eV^{-1}},
\end{equation}
about half of the direct weight $D$. Thermal motion lowers the mean mismatch to 1.35 eV at 300 K, and averaging the Lorentzian over thermal carriers raises the weight to about $6.5\times10^{-4}\ \mathrm{eV^{-1}}$, or 0.7 of $D$. The weight scales as $1/\tau$. The estimate takes the same matrix element for both channels and is meant as an order of magnitude. It contains no factor $e^{-\beta E_a}$, so the assisted process can compete with the direct one once that factor is small, and it then weakens the temperature dependence of the total rate.

Set beside the real material, the parameters are ordinary: CdTe has a direct gap of roughly 1.5 eV, a light electron and a heavier hole. The parabolic conduction band, however, is a poor assumption at the energy of the final electron. The nonparabolic continuation of the first half raises the activation energy from 0.25 to 0.66 eV, which multiplies the Boltzmann factor at 300 K by a further $1.5\times10^{-7}$. With the full two-state condition this factor is about $10^{-5}$. If the rest of the direct rate is left unchanged, the phonon-assisted weight estimated above then exceeds the direct one by several powers of ten. The value of 0.25 eV is therefore a property of the parabolic model and should not be used to predict the temperature dependence of Auger recombination in CdTe.

Silicon, germanium and silicon carbide fall outside the derivation for a different reason: their conduction-band minima lie away from the zone centre. Let all electrons belong to one valley at $\mathbf k_0$ and write $\mathbf k_i=\mathbf k_0+\boldsymbol\kappa_i$ for $i=1,2,4$. Momentum conservation becomes
\begin{equation}
\boldsymbol\kappa_4=\boldsymbol\kappa_1+\boldsymbol\kappa_2+\mathbf q+\mathbf k_0 .
\end{equation}
The final electron receives the extra momentum $\mathbf k_0$ without any kinetic energy being spent on it. The balance that led to $E_gm_e/(m_e+m_h)$ is then changed at its first step, and the threshold has to be found anew from the actual bands. The numerical output that follows lists the values of the CdTe example.

\section*{Computed results}
\begin{verbatim}
CHECKS
largest error of threshold search: 7.9e-14 eV
largest relative sampling error: 0.0094
CdTe MODEL, ROUGH INPUTS
gap: 1.50 eV
electron mass: 0.10 free-electron masses
heavy-hole mass: 0.50 free-electron masses
temperature: 300 K
thermal energy: 0.02585 eV
PARABOLIC RESULT
mass fraction a: 0.1667
activation energy: 0.2500 eV
activation energy, converted: 0.009187 hartree
kinetic energy of each initial electron: 0.0357 eV
kinetic energy of hole: 0.1786 eV
final electron energy above band edge: 1.7500 eV
wavevector of each initial electron: 0.0306 1/angstrom
hole wavevector: 0.1531 1/angstrom
final electron wavevector: 0.2143 1/angstrom
Boltzmann factor exp(-E_a/kT): 6.312e-05
Arrhenius slope, constant matrix element: 0.2118 eV
slope from expansion: 0.2118 eV
thermal phase-space weight D: 9.189e-04 1/eV
OMITTED EFFECTS, ROUGH SIZES
two-band nonparabolicity alpha: 0.5400 1/eV
nonparabolic activation energy: 0.6567 eV
nonparabolic final wavevector: 0.3500 1/angstrom
Boltzmann-factor change by nonparabolicity: 1.47e-07
assumed scattering time: 100 fs
lifetime broadening: 0.00658 eV
phonon-assisted weight: 4.66e-04 1/eV
assisted / direct parabolic weight: 0.51
low hole mass: 0.40 free-electron masses
E_a at low hole mass: 0.3000 eV
high hole mass: 0.70 free-electron masses
E_a at high hole mass: 0.1875 eV
light-hole mass: 0.12 free-electron masses
E_a for light hole: 0.6818 eV
assumed fall of gap per kelvin: 3.0e-04 eV/K
slope increase from gap drift: 0.0150 eV
electron density: 1.0e+17 cm^-3
effective conduction density of states: 7.94e+17 cm^-3
degeneracy factor for electron pair: 1.0930
lattice constant: 6.5 angstrom
final wavevector / (2 pi/lattice constant): 0.222
\end{verbatim}
